# Film stress from the curvature of a nonuniformly strained wafer, part 2

A circular wafer of radius $R$ and thickness $h_s$ carries a bonded film of thickness $h_f\ll h_s\ll R$ on one face. We seek the film stress $\sigma(r)$, positive in tension, from the wafer's curvature. The elastic constants are $E_s,\nu_s$ for the wafer and $E_f,\nu_f$ for the film, both taken as isotropic. The misfit $\varepsilon_m(r)$ is the equibiaxial strain of a detached piece of film relative to the flat wafer. To leading order,

$$
\sigma(r)=-\frac{E_f}{1-\nu_f}\,\varepsilon_m(r). \tag{1}
$$

The deflection $w(r)$ is positive towards the film, and primes denote $d/dr$. The curvatures $\kappa_r=w''$ and $\kappa_\theta=w'/r$ are positive when the film side is concave. We write $S=\kappa_r+\kappa_\theta$, $H=S/2$, and a bar for the area average. Units are any consistent set.

With $D=E_sh_s^3/[12(1-\nu_s^2)]$, the bending moments and their balance are

$$
M_r=-D(\kappa_r+\nu_s\kappa_\theta)+\tfrac12h_fh_s\sigma,\qquad
M_\theta=-D(\kappa_\theta+\nu_s\kappa_r)+\tfrac12h_fh_s\sigma, \tag{2}
$$

$$
M_r'+\frac{M_r-M_\theta}{r}=0. \tag{3}
$$

The curvatures satisfy

$$
\kappa_\theta'=\frac{w''}{r}-\frac{w'}{r^2}=\frac{\kappa_r-\kappa_\theta}{r}, \tag{4}
$$

$$
\bar S=\frac2{R^2}\int_0^R(rw')'\,dr=\frac{2w'(R)}R=2\kappa_\theta(R). \tag{7}
$$

For a wafer free of loads, with $K=E_sh_s^2/[6(1-\nu_s)h_f]$, the nonlocal reading and the average law are

$$
\sigma(r)=K\left[H(r)+\frac{1-\nu_s}{1+\nu_s}\bigl(H(r)-\bar H\bigr)\right], \tag{9}
$$

$$
\bar\sigma=K\bar H. \tag{10}
$$

Part (d) found that the strip near the edge where plate theory fails causes an error of at most order $h_s/R$ in the edge condition $M_r(R)=0$.

If the misfit changes only far from the centre, then, with $A=(1+\nu_s)/K$,

$$
\Delta H(0)=\frac A2\,\frac{1-\nu_s}{1+\nu_s}\,\Delta\bar\sigma=\frac{1-\nu_s}{2K}\,\Delta\bar\sigma . \tag{12}
$$

Part (f) found the interface shear $\tau$ and the stress difference:

$$
\tau=h_f\sigma'=\frac{E_sh_s^2}{6(1-\nu_s^2)}\,S', \tag{13}
$$

$$
\sigma_r-\sigma_\theta=-\frac{2E_fh_s}{3(1+\nu_f)}(\kappa_r-\kappa_\theta). \tag{14}
$$

Pointwise Stoney, $\sigma_{\rm loc}=KH$, and the radial curvature alone, read as $K\kappa_r$, have the errors

$$
\sigma_{\rm loc}-\bar\sigma=\frac{1+\nu_s}{2}(\sigma-\bar\sigma),\qquad
\sigma_{\rm loc}-\sigma=-\frac{1-\nu_s}{2}(\sigma-\bar\sigma), \tag{15}
$$

$$
K\kappa_r(R)-\sigma(R)=\nu_s\,[\sigma(R)-\bar\sigma]. \tag{16}
$$

### (h) Silicon is cubic. Does the average law survive on a (001) wafer?

**Solution.** Take axes $x,y$ along the cube edges. The plane-stress stiffnesses $Q_{11},Q_{12}$ follow from setting $\sigma_z=0$, which gives $\varepsilon_z=-C_{12}(\varepsilon_x+\varepsilon_y)/C_{11}$ and hence

$$
Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\qquad Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\qquad Q_{66}=C_{44}.
$$

The bending energy of the substrate per unit area is

$$
\frac{h_s^3}{24}\left[Q_{11}(\kappa_x^2+\kappa_y^2)+2Q_{12}\kappa_x\kappa_y+4Q_{66}\kappa_{xy}^2\right].
$$

Bending strains the film by $-h_s\kappa_x/2$ and $-h_s\kappa_y/2$. At leading order the film stress stays fixed meanwhile, so the film energy changes by $-\tfrac12h_fh_s\sigma(\kappa_x+\kappa_y)$ per unit area.

At equilibrium the total energy is stationary under every small change of $w$, since the wafer is free. Choose the change $\eta(x^2+y^2)/2$. It raises $\kappa_x$ and $\kappa_y$ by $\eta$ and leaves $\kappa_{xy}$ alone. Setting the derivative with respect to $\eta$ to zero gives

$$
\int\left[\frac{h_s^3}{12}(Q_{11}+Q_{12})(\kappa_x+\kappa_y)-h_fh_s\sigma\right]dA=0 .
$$

With $\kappa_x+\kappa_y=2H$ this is

$$
\bar\sigma=\frac{(Q_{11}+Q_{12})h_s^2}{6h_f}\,\bar H. \tag{17}
$$

The average law survives, with the biaxial modulus $Q_{11}+Q_{12}$ in place of $E_s/(1-\nu_s)$. The pointwise part of the relation does not carry over in this way, because the response to a stress variation depends on direction. Its error is given in (k).

### (i) A nitride film on a 300 mm silicon wafer

A silicon nitride film 100 nm thick lies on a (001) silicon wafer with $R=150$ mm and $h_s=775$ µm. The example takes $C_{11},C_{12},C_{44}=166,64,80$ GPa for the wafer, inputs chosen to lie close to silicon, and $E_f=250$ GPa, $\nu_f=0.25$ for the film. The misfit is chosen as

$$
\varepsilon_m=-0.0030\left[1-0.30\,(r/R)^4\right].
$$

Find the stress and compare the three readings of it.

**Solution.** *Substrate constants.* Here $Q_{11}=141.3$ GPa and $Q_{12}=39.3$ GPa. At an angle $\phi$ from the cube edge, the direct stiffness is $Q_{11}(\cos^4\phi+\sin^4\phi)+2(Q_{12}+2Q_{66})\cos^2\phi\sin^2\phi$. The angular averages of $\cos^4\phi$ and $\cos^2\phi\sin^2\phi$ are $3/8$ and $1/8$, so the mean direct stiffness is

$$
\frac{6Q_{11}+2Q_{12}+4Q_{66}}8=155.8\ \text{GPa}.
$$

We keep the biaxial modulus $Q_{11}+Q_{12}=180.7$ GPa, which does not depend on direction. The averaged cross stiffness is then $24.8$ GPa. For an isotropic plate the ratio of cross to direct stiffness is $\nu_s$, so $\nu_s=0.159$. The direct stiffness is $E_s/(1-\nu_s^2)$, so $E_s=152$ GPa. These give $K=180.8$ GPa m and $(1-\nu_s)/(1+\nu_s)=0.725$. A curvature in km$^{-1}$ times $K$ in GPa m is a stress in MPa.

*Stress.* The biaxial modulus of the film is $250/0.75=333$ GPa. Equation (1) gives $333\ \text{GPa}\times0.0030=1000$ MPa at the centre and 700 MPa at the edge. The area average of $(r/R)^4$ is $1/3$, so $\bar\sigma=1000(1-0.10)=900$ MPa.

*Reference solution.* The readings below use curvatures found by minimising the linear elastic energy of film and substrate together, with the thickness and stiffness of the film retained and the averaged isotropic constants used for the substrate. This calculation starts from the misfit and supplies the film stress as well. It gives $\bar H=4.973$ km$^{-1}$ and a bow of 58 µm.

At the centre $H=5.293$ km$^{-1}$. The nonlocal reading is

$$
180.8\,[5.293+0.725(5.293-4.973)]=957+42=999\ \text{MPa}.
$$

At the edge $H=4.332$ km$^{-1}$, and

$$
180.8\,[4.332+0.725(4.332-4.973)]=783-84=699\ \text{MPa}.
$$

The stresses in MPa are:

| $r$ (mm) | film | nonlocal | $KH$ | $K\kappa_r$ |
|---:|---:|---:|---:|---:|
| 0 | 999 | 999 | 957 | 957 |
| 75 | 980 | 980 | 946 | 939 |
| 120 | 876 | 876 | 886 | 839 |
| 150 | 699 | 699 | 783 | 668 |

Pointwise Stoney is 42 MPa too low at the centre and 84 MPa too high at the edge. Equation (15) predicts both, since $(1-\nu_s)/2=0.42$ multiplies departures of $+100$ and $-200$ MPa. The true drop of 300 MPa is read as 174 MPa, a ratio of 0.58. The pointwise error changes sign where $0.30(r/R)^4=0.10$, at $r=114$ mm.

The radial curvature alone gives an error of $-32$ MPa at the edge, as (16) predicts: $0.159\times(-200)=-32$. There it happens to be closer than $KH$; at 75 mm it is the worse of the two.

The quantities of part (f) are small. At the edge $\kappa_r-\kappa_\theta=3.692-4.973=-1.281$ km$^{-1}$, and (14) gives $\sigma_r-\sigma_\theta=0.13$ MPa. At $r=120$ mm the interface shear is $-409$ Pa. The minus sign means that the film pulls the substrate surface inwards.

### (j) Change the film near the rim. What does the centre show?

**Solution.** Subtract a further $0.5(r/R)^{20}$ inside the bracket of the misfit law. This lowers the stress at the rim by half the centre value, from 700 to 200 MPa, and has almost no effect in the inner half of the wafer, where $(r/R)^{20}<10^{-6}$. The area average of $(r/R)^{20}$ is $1/11$, so the mean stress should fall by $500/11=45$ MPa. Equation (12) then predicts

$$
\Delta H(0)=\frac{0.841}{2\times180.8}\,(-45.4)=-0.106\ \text{km}^{-1}.
$$

The energy minimisation, repeated with the altered misfit, gives the same $-0.106$ km$^{-1}$, while the centre stress moves by only 0.02 MPa. Pointwise Stoney would report a fall of 19 MPa at the centre, where the film has hardly changed. All other parameters were held fixed, so the altered rim is the cause of the curvature change.

### (k) How large are the neglected effects, and when does the reading fail?

**Solution.** Unless another measure is named, the errors below are the largest differences, over the radii or points calculated, between the nonlocal reading and the film stress of the fuller model. They refer to a peak stress of about 1000 MPa.

*Film thickness and stiffness* cause 0.16 MPa. For $h_f/h_s=10^{-3}$ and $10^{-4}$ the error relative to the peak stress is $1.2\times10^{-3}$ and $1.2\times10^{-4}$, so it vanishes in proportion to the thickness ratio. The error of pointwise Stoney stays at 8.5% and 8.4%. It is therefore not a thick-film correction.

*Plate theory* was compared with an elastic layer under a sinusoidal film force of wavelength $R$. The curvature of the face without the film differs by $4\times10^{-5}$ of its value. The edge strip is a separate matter: the estimate in (d) allows an error of order $h_s/R$, or 0.5%, in the edge condition.

*Crystal anisotropy* causes 9 MPa when the curvature of the cubic wafer is read with the averaged isotropic constants. *A film thickness wrong by 1%* causes 10 MPa, since $K\propto1/h_f$.

*Finite rotation* adds $w'^2/2$ to the radial strain and couples bending to stretching. Without gravity it causes 8 MPa.

*Gravity* is the largest effect. With the wafer lying film side up on a frictionless edge ring, its weight alone gives a sag of 103 µm, more than the film-induced bow. Read as if it came from a film, this shape would mean 2.6 GPa at the centre. In a linear theory, subtracting a scan of the bare wafer on the same ring would remove this contribution to leading order in film thickness. With finite rotation included, an error of about 65 MPa remains after subtraction (64 MPa if the reference carries the film's stiffness but no misfit). The two scans are made at different deflections, and in the nonlinear plate the two loads no longer superpose.

This remainder is largest at the centre, where the reading is too low; at the edge it is only of the order of 1 MPa. Pointwise Stoney, applied to the same subtracted shape, does worse at both places: it is almost 90 MPa too low at the centre and more than 70 MPa too high at the edge. For this 30% fall the nonlocal correction is therefore still worth making, but it cannot repair the error that gravity leaves at the centre. That error hardly depends on the size of the fall, and the nonlocal reading amplifies it: for a fall of 10% or less, pointwise Stoney is the closer reading at the centre on this support. That error can be reduced by a support that lets the wafer sag less, such as a ring near $0.68R$, where the sag nearly vanishes and the error falls to about 8 MPa, or by including finite rotation in the analysis.

*Relation to real films.* A tension of roughly 1 GPa and a thickness of 100 nm are reasonable for silicon nitride grown in a low-pressure furnace, and 775 µm is the usual thickness of a 300 mm wafer. The 30% fall in stress was chosen to make the effect plain and is far larger than a well-controlled process would aim for. In the linear model, the nonlocal correction and the anisotropy error are proportional to the stress variation. For a 3% fall of the same shape, the correction would be 4 MPa at the centre and 8 MPa at the edge, below the 10 MPa due to a 1% thickness error. The errors from finite rotation do not shrink in this way. For the 3% fall they are still 4 MPa at the centre without gravity, and about 59 MPa on the edge ring after subtraction, where pointwise Stoney is 46 MPa too low.

Furnace growth also breaks the assumption of a one-sided film. An identical film on the back has the lever arm $-h_s/2$, so its moment cancels that of the front film, and the curvature reading falls to zero although both films are stressed. The back film must be removed before the relation is used.

If the film thickness itself varies with radius, the leading-order derivation still holds for the product $h_f\sigma$, because stress enters the moments (2) in that combination alone. The curvature then gives the film force per unit length, and a separate thickness map is needed to obtain the stress. A misfit that varies around the circumference lies outside the result, since equations (3), (4) and (7) all use axial symmetry.

Most of the values quoted here are listed with more digits in the numerical output.

## Numbers as computed

```
Wafer radius: 150 mm; thickness: 775 um
Film thickness: 100 nm
Silicon C11, C12, C44: 166, 64, 80 GPa
Averaged substrate E: 151.9 GPa; nu: 0.1593
Substrate biaxial modulus: 180.7 GPa
Film E: 250 GPa; nu: 0.25
Misfit at centre: -0.00300; at edge: -0.00210
Misfit law: centre value*(1 - 0.30*(r/R)^4)
Stoney factor K: 180.84 GPa m
Nonlocal weight (1-nu)/(1+nu): 0.7252
Wafer-mean H: 4.9727 1/km
Wafer-mean film stress: 899.14 MPa
Stoney from wafer-mean H: 899.26 MPa
Film-induced bow: 58.35 um
r (mm) | kappa_r, kappa_theta, H (1/km)
0 | 5.2930, 5.2930, 5.2930
75 | 5.1929, 5.2730, 5.2330
120 | 4.6370, 5.1618, 4.8994
150 | 3.6915, 4.9727, 4.3321
r (mm) | film, nonlocal, local H, radial-only stress (MPa)
0 | 999.09, 999.18, 957.18, 957.18
75 | 980.35, 980.45, 946.32, 939.08
120 | 876.28, 876.40, 886.01, 838.56
150 | 699.25, 699.41, 783.42, 667.57
Centre-edge stress span, film: 299.83 MPa
Centre-edge stress span, local Stoney: 173.77 MPa
Span ratio: 0.5795; (1+nu)/2: 0.5797
Nonlocal error, hf/hs=1e-3: 1.214e-03 (relative)
Nonlocal error, hf/hs=1e-4: 1.213e-04 (relative)
Local Stoney error, hf/hs=1e-3: 0.0854 (relative)
Local Stoney error, hf/hs=1e-4: 0.0842 (relative)
Altered rim, mean stress shift: -45.41 MPa
Altered rim, centre stress shift: 0.0182 MPa
Altered rim, centre H shift: -0.1056 1/km
Predicted centre H shift: -0.1056 1/km
False centre shift, local Stoney: -19.09 MPa
Largest |sigma_r-sigma_theta|: 0.1324 MPa
Interface shear at r=120 mm: -409.2 Pa
Error from film thickness/stiffness: 0.156 MPa
Error from silicon anisotropy: 9.31 MPa
Error from finite rotation: 7.52 MPa
Gravity sag on edge ring: 103.1 um
False centre stress from gravity: 2569 MPa
Error after bare-wafer subtraction: 63.76 MPa
Error from 1% film-thickness error: 10.0 MPa
Plate-theory error, wavelength R: 3.51e-05 (relative)
```
